\section*{Why square Hückel cyclobutadiene reverses the sublattice rule for transmission}

\section*{Question}

I am working on an exercise about transmission through the $\pi$ system of cyclobutadiene in the Hückel model: a square of four sites, numbered 1 to 4 around the ring, with site energies zero and nearest-neighbour matrix element $\beta=-t$, $t>0$. One lead is attached to site 1 and the other to site $r$. The exercise says that at band centre, $E=0$, adjacent contacts ($r=2$) give zero transmission and opposite, equally coupled contacts ($r=3$) give unit transmission.

This is the reverse of the rule I know. The ring is bipartite, with sublattices $A=\{1,3\}$ and $B=\{2,4\}$, and the rule says that two contacts on the same sublattice give zero at band centre, while contacts on different sublattices generally conduct. I also computed the Green function of the isolated ring between sites 1 and 2 and found $1/(4t)$ at $E=0$, which is not zero. The hint is ``because of the zero modes'', but those modes do not even contribute to my $1/(4t)$. How can they be responsible?

\section*{Answer}

Your $1/(4t)$ is correct, but it is not yet the transmission amplitude. The contacts change the Green function, and that change is not small, however weak the contacts, when the isolated ring has a level exactly at $E$ with amplitude on a contact site. The rule itself is not violated: it needs an invertible Hamiltonian, and the square ring does not have one.

\subsection*{Setup and the assumption behind the rule}

Let each lead add a self-energy $-i\Gamma/2$ on its contact site, with no real part and no energy dependence near band centre. With
\begin{equation}
G=(E-H-\Sigma)^{-1},\qquad
\Sigma=-\tfrac{i}{2}\bigl(\Gamma_L|1\rangle\langle1|+\Gamma_R|r\rangle\langle r|\bigr),
\end{equation}
the transmission is $T_{1r}=\Gamma_L\Gamma_R|G_{1r}|^2$. Let $g=(E-H)^{-1}$ belong to the isolated ring. The equation $G=g+g\Sigma G$ gives
\begin{align}
\bigl(1+\tfrac{i}{2}\Gamma_Lg_{11}\bigr)G_{1r}&=g_{1r}-\tfrac{i}{2}\Gamma_Rg_{1r}G_{rr},\\
\bigl(1+\tfrac{i}{2}\Gamma_Rg_{rr}\bigr)G_{rr}&=g_{rr}-\tfrac{i}{2}\Gamma_Lg_{1r}G_{1r}.
\end{align}
Multiply the first line by $1+\frac{i}{2}\Gamma_Rg_{rr}$ and insert the second. The terms $\pm\frac{i}{2}\Gamma_Rg_{rr}g_{1r}$ cancel, leaving
\begin{equation}
G_{1r}=\frac{g_{1r}}{D},\qquad
D=\bigl(1+\tfrac{i}{2}\Gamma_Lg_{11}\bigr)\bigl(1+\tfrac{i}{2}\Gamma_Rg_{rr}\bigr)+\tfrac14\Gamma_L\Gamma_Rg_{1r}^2 .
\label{eq:dyson}
\end{equation}

On a bipartite system $H$ connects $A$ only to $B$. If $H$ is invertible, so does $H^{-1}$, and $g(0)=-H^{-1}$ has no element within a sublattice. Then $g_{11}=g_{rr}=0$, so $D=1+\Gamma_L\Gamma_Rg_{1r}^2/4\ge1$, and $G_{1r}$ vanishes whenever $g_{1r}$ does. That is the usual rule.

The square has levels $-2t,0,0,2t$. The two states at zero are
\begin{equation}
z_A=\tfrac{1}{\sqrt2}(1,0,-1,0),\qquad z_B=\tfrac{1}{\sqrt2}(0,1,0,-1),
\end{equation}
because the two neighbours of every site carry amplitudes that cancel. Hence $H^{-1}$ does not exist and the argument cannot start.

\subsection*{Adjacent contacts at $E=0$}

Let $\psi$ be column 2 of $G$, so that $(-H-\Sigma)\psi=|2\rangle$ and $\psi_1=G_{12}$. Project this equation on $z_A$. The term with $H$ drops out because $Hz_A=0$, and the right side drops out because $z_A$ has no amplitude on site 2. Of the two contacts, $z_A$ touches only the left one. What remains is
\begin{equation}
\frac{1}{\sqrt2}\,\frac{i\Gamma_L}{2}\,\psi_1=0
\quad\Longrightarrow\quad G_{12}(0)=0,\qquad T_{12}(0)=0 .
\end{equation}

The inverse does exist here. Suppose $(H+\Sigma)\phi=0$. Projection on $z_A$ and $z_B$ gives $\phi_1=\phi_2=0$. Then $\Sigma\phi=0$, so $H\phi=0$ and $\phi$ is a combination of $z_A$ and $z_B$. Such a combination vanishes on sites 1 and 2 only if $\phi=0$.

\subsection*{Opposite contacts at $E=0$}

Now $(-H-\Sigma)\psi=|3\rangle$. The row of site 2 reads $t(\psi_1+\psi_3)=0$, so $\psi_3=-\psi_1$. Projection on $z_A$, multiplied by $\sqrt2$, gives
\begin{equation}
\tfrac{i}{2}(\Gamma_L\psi_1-\Gamma_R\psi_3)=-1 ,
\end{equation}
where the minus sign comes from the amplitude of $z_A$ on site 3. Therefore
\begin{equation}
G_{13}=\psi_1=\frac{2i}{\Gamma_L+\Gamma_R},\qquad
T_{13}=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}
=1-\frac{(\Gamma_L-\Gamma_R)^2}{(\Gamma_L+\Gamma_R)^2}.
\label{eq:opp}
\end{equation}
This is unity only for $\Gamma_L=\Gamma_R$, the equally coupled case of your exercise. The mode $z_A$ touches both leads and acts as a resonant level at $E=0$.

One point needs care. The mode $z_B$ touches neither lead, so $E-H-\Sigma$ is singular at $E=0$, and $\psi$ is fixed only up to a multiple of $z_B$. That multiple has no amplitude on sites 1 and 3 and leaves $\psi_1$ unchanged. The finite-energy result below shows that \eqref{eq:opp} is also the limit $E\to0$.

\subsection*{Where your $1/(4t)$ goes}

The states at $\mp2t$ are $\frac12(1,1,1,1)$ and $\frac12(1,-1,1,-1)$. Summing over all four states gives
\begin{align}
g_{11}&=\frac{E}{2(E^2-4t^2)}+\frac{1}{2E}=\frac{E^2-2t^2}{E(E^2-4t^2)},\\
g_{13}&=\frac{E}{2(E^2-4t^2)}-\frac{1}{2E}=\frac{2t^2}{E(E^2-4t^2)},\\
g_{12}&=\frac14\left[\frac{1}{E+2t}-\frac{1}{E-2t}\right]=\frac{-t}{E^2-4t^2}.
\end{align}
The zero modes are absent from $g_{12}$, as you noticed, but they make $g_{11}=g_{22}\approx1/(2E)$ diverge. For adjacent contacts $D\approx-\Gamma_L\Gamma_R/(16E^2)$, and this divides the finite $1/(4t)$ down to zero.

For the full energy dependence write $S=\Gamma_L+\Gamma_R$ and $P=\Gamma_L\Gamma_R$, so that $D=1+\frac{i}{2}Sg_{11}-\frac14P(g_{11}^2-g_{1r}^2)$. The last bracket follows from
\begin{align}
g_{11}^2-g_{12}^2&=\frac{(E^2-2t^2)^2-t^2E^2}{E^2(E^2-4t^2)^2}=\frac{E^2-t^2}{E^2(E^2-4t^2)},\\
g_{11}^2-g_{13}^2&=(g_{11}-g_{13})(g_{11}+g_{13})=\frac1E\,\frac{E}{E^2-4t^2}=\frac{1}{E^2-4t^2},
\end{align}
since the first numerator factorizes as $(E^2-4t^2)(E^2-t^2)$. Clearing denominators in \eqref{eq:dyson} gives
\begin{align}
G_{12}&=\frac{-tE^2}{E^2(E^2-4t^2)+\frac{i}{2}SE(E^2-2t^2)-\frac14P(E^2-t^2)},\\
G_{13}&=\frac{2t^2}{E(E^2-4t^2)+\frac{i}{2}S(E^2-2t^2)-\frac14PE}.
\end{align}
At $E\to0$ the second line becomes $2t^2/(-iSt^2)=2i/S$, as in \eqref{eq:opp}.

For equal contacts and $|E|,\Gamma\ll t$, the denominator of $G_{12}$ is approximately $t^2(\Gamma/2-2iE)^2$, and that of $G_{13}$ is $-t^2(4E+2i\Gamma)$. Hence
\begin{equation}
T_{12}\approx\frac{16E^4}{t^2\Gamma^2}\,\frac{1}{(1+16E^2/\Gamma^2)^2},\qquad
T_{13}\approx\frac{\Gamma^2}{\Gamma^2+4E^2}.
\label{eq:near}
\end{equation}
The adjacent zero is of fourth order in $E$. The opposite connection has a Lorentzian peak that falls to one half at $|E|\approx\Gamma/2$.

\subsection*{Removing the zero modes}

The word ``because'' can be tested in two ways.

First, delete the zero modes from the sum for $g$, leaving the other two states alone. At $E=0$ this gives $g_{11}=g_{13}=0$ and $g_{12}=1/(4t)$. Opposite contacts now transmit nothing, while adjacent ones give
\begin{equation}
T_{12}=\frac{P/(16t^2)}{(1+x)^2}=\frac{4x}{(1+x)^2},\qquad x=\frac{P}{64t^2}.
\end{equation}
The usual rule is back.

Second, distort the ring. Let bonds 1--2 and 3--4 have hopping $t_1$ and the other two $t_2$, with $d=|t_1-t_2|>0$. The zero levels split to $\pm d$ and $H$ becomes invertible. Inverting the $2\times2$ block that connects $A$ and $B$ gives
\begin{equation}
g_{12}(0)=\frac{t_1}{t_1^2-t_2^2},\qquad
T_{12}(0)=\frac{4x}{(1+x)^2},\qquad x=\frac{P\,g_{12}^2}{4}.
\end{equation}
As $d\to0$, $x$ grows without limit and $T_{12}(0)\approx4/x\approx64d^2/P$ returns continuously to zero.

For opposite, equal contacts, use the combinations $(|1\rangle\pm|3\rangle)/\sqrt2$. Each couples to one combination of sites 2 and 4, with strength $t_1\pm t_2$ up to sign. Eliminating the latter gives
\begin{equation}
G_\pm=\frac{1}{E-(t_1\pm t_2)^2/E+i\Gamma/2},\qquad G_{13}=\tfrac12(G_+-G_-).
\end{equation}
Both $G_\pm$ vanish as $E\to0$, so $T_{13}(0)=0$ for every $d>0$, provided $t_1,t_2>0$. Yet the square gives 1. The two statements fit together through the width of the dip. For $|E|,d,\Gamma\ll t$, $G_+$ is negligible and
\begin{equation}
T_{13}\approx\frac{\Gamma^2/4}{(E-d^2/E)^2+\Gamma^2/4}.
\end{equation}
On the inner side of the peak at $E=d$, one half is reached when $d^2/E-E=\Gamma/2$, that is, at
\begin{equation}
E_{1/2}=-\frac{\Gamma}{4}+\sqrt{\frac{\Gamma^2}{16}+d^2}\approx\frac{2d^2}{\Gamma}\quad(d\ll\Gamma).
\end{equation}
The dip closes quadratically as the ring becomes square.

\subsection*{Numbers}

Take round model parameters $t=0.1$ and $\Gamma_L=\Gamma_R=\Gamma=0.02$ hartree. At $E=0$, $T_{12}=0$ and $T_{13}=1$. With both spins, unit transmission corresponds to a zero-temperature linear conductance $2e^2/h=77.48$ microsiemens. Weakening one contact to $0.005$ hartree gives $T_{13}=4(0.02)(0.005)/(0.025)^2=0.64$.

Away from the centre, numerical inversion of the $4\times4$ matrix gives:
\begin{center}
\begin{tabular}{ccc}
$E$ (hartree) & $T_{12}$ & $T_{13}$\\
0.001 & $3.70\times10^{-6}$ & 0.990\\
0.005 & $6.27\times10^{-4}$ & 0.801\\
0.010 & $1.61\times10^{-3}$ & 0.503
\end{tabular}
\end{center}
At $E=0.01$ hartree the bare fourth-power law would give $0.04$. The second factor in \eqref{eq:near} is $1/(1+4)^2=1/25$ and reduces this to $0.0016$, so the pure power law needs $|E|\ll\Gamma/4$.

With the zero modes deleted, $x=(0.02)^2/(64\times0.01)=6.25\times10^{-4}$, and the adjacent transmission is $0.0025$.

For the distorted ring take $t_{1,2}=0.1\pm d/2$ hartree. The half-transmission energy is found by numerical root search on the full $T_{13}(E)$:
\begin{center}
\begin{tabular}{cccc}
$d$ (hartree) & $T_{12}(0)$ & $T_{13}(0)$ & $E_{1/2}$ (hartree)\\
0.01 & 0.678 & 0 & $6.19\times10^{-3}$\\
0.001 & 0.147 & 0 & $9.90\times10^{-5}$\\
0.0001 & 0.0016 & 0 & $1.00\times10^{-6}$
\end{tabular}
\end{center}
In the last row the adjacent connection is already almost closed. The opposite one still vanishes at $E=0$, but it exceeds one half a microhartree away.

\subsection*{What the result depends on}

Suppose the contacts also shift their site energies, $\Sigma_{L,R}=\Lambda_{L,R}-i\Gamma_{L,R}/2$. The adjacent projection becomes $\Sigma_L\psi_1=0$, so the zero stays at $E=0$. The opposite projection gives $\psi_1=1/(\Sigma_L+\Sigma_R)$ and
\begin{equation}
T_{13}(0)=\frac{\Gamma_L\Gamma_R}{(\Lambda_L+\Lambda_R)^2+(\Gamma_L+\Gamma_R)^2/4},
\end{equation}
which is below 1 even for equal widths unless the shifts cancel.

The derivation assumes four equal bonds and independent electrons. The reversal is not special to four sites: in the same model, equal-bond rings of 8 and 12 sites, which also have two zero modes, show it too. Bond alternation restores the usual rule at $E=0$, as shown above. Free cyclobutadiene is in fact rectangular, with bonds differing by roughly 0.2 \AA; a rough minimal-basis estimate puts $d$ near 0.04 hartree, larger than the $\Gamma$ used here and than any $d$ in the table, so the dip in $T_{13}$ is then wide, not narrow. Electron repulsion, which matters when two electrons share two degenerate levels, is left out, and it also removes the pole at $E=0$: with an on-site repulsion at half filling, the isolated square has $g_{11}(0)=g_{13}(0)=0$ and a finite $g_{12}(0)$, the pattern of the usual rule. Both the unit transmission and the adjacent zero are therefore properties of this model and not predictions for the real molecule.
